# Choosing a Quasiparticle Solver When the GW Equation Has Several Roots

Remove an electron from an inner valence level of a molecule. The ion left behind may have nearly the same energy as one with a hole in a higher level and an additional excitation of the remaining electrons. The two configurations mix, and the removal strength is divided between several energies. In a GW calculation this appears as a pole of the self-energy close to the expected level, and the quasiparticle equation then has several solutions of appreciable strength.

A program may offer a choice between a linearized solution, an iterative one and a search for all roots. The analysis below shows when the choice matters and how to rank the roots.

## The equation behind the setting

Consider G0W0 for a closed-shell molecule with real orbitals, keeping the diagonal self-energy element of level $n$. Hartree atomic units are used. With Kohn-Sham energy $\varepsilon_n$, exchange self-energy $\Sigma_x$ and exchange-correlation potential $v_{xc}$, the equation is

$$f(\omega)=\omega-a-\Sigma_c(\omega)=0,\qquad a=\varepsilon_n+\langle n|\Sigma_x-v_{xc}|n\rangle .$$

Replacing $v_{xc}$ by $\Sigma_x$ turns the Kohn-Sham operator into the Hartree-Fock operator built from the same occupied orbitals, so $a$ is the expectation value of the latter.

The screening is taken in the random-phase approximation (RPA). Let $D$ be the diagonal matrix of differences $\varepsilon_b-\varepsilon_i>0$ between empty levels $b$ and occupied levels $i$, and let $K$ hold the Coulomb integrals $(ib|jc)$. Two spins and the two time orderings give the independent-particle response

$$\chi_0=2\left[\frac1{\omega-D}-\frac1{\omega+D}\right]=\frac{4D}{\omega^2-D^2}.$$

The RPA response is $\chi=(\chi_0^{-1}-K)^{-1}$. Taking $D^{-1/2}$ out on both sides of the bracket gives

$$\chi=4D^{1/2}(\omega^2-M)^{-1}D^{1/2},\qquad M=D^2+4D^{1/2}KD^{1/2}.$$

$K$ is a matrix of Coulomb energies and has no negative eigenvalue, so $M$ is positive. Let $Mu_s=\Omega_s^2u_s$ with $\Omega_s>0$, and let $v_{nm}$ be the vector of integrals $(nm|ib)$. The part of the screened interaction beyond the bare one is

$$W^c_{nm}(\omega)=v_{nm}^T\chi v_{nm}=\sum_s w_{nms}^2\left[\frac1{\omega-\Omega_s}-\frac1{\omega+\Omega_s}\right],$$

$$w_{nms}^2=\frac{2}{\Omega_s}\left(v_{nm}^TD^{1/2}u_s\right)^2 ,$$

because the bracket equals $2\Omega_s/(\omega^2-\Omega_s^2)$.

The self-energy is $\Sigma_c(\omega)=\frac{i}{2\pi}\sum_m\int d\omega'\,G_m(\omega+\omega')W^c_{nm}(\omega')$. In time ordering, the poles of $W^c$ lie just below $+\Omega_s$ and just above $-\Omega_s$. For occupied $m$, the pole of $G_m$ lies above the real $\omega'$ axis. Closing the contour below picks up $+\Omega_s$, with factor $\frac{i}{2\pi}(-2\pi i)=1$. For empty $m$, the pole of $G_m$ lies below. Closing above picks up $-\Omega_s$, and the factor $\frac{i}{2\pi}(2\pi i)=-1$ cancels the minus sign in $W^c$. Therefore

$$\Sigma_c(\omega)=\sum_{m\,\rm occ}\sum_s\frac{w_{nms}^2}{\omega-\varepsilon_m+\Omega_s}+\sum_{m\,\rm empty}\sum_s\frac{w_{nms}^2}{\omega-\varepsilon_m-\Omega_s}
\equiv\sum_{p=1}^{N}\frac{R_p}{\omega-P_p}.$$

The poles $P_p$ are real and the residues $R_p$ are sums of squares. Coincident poles have been combined and those with zero residue omitted, so $R_p>0$.

## Why every root can be bracketed

Differentiation gives

$$f'(\omega)=1+\sum_p\frac{R_p}{(\omega-P_p)^2}\ge1 .$$

Just above a pole, $-R_p/(\omega-P_p)$ tends to $-\infty$; just below it, to $+\infty$. Between neighbouring poles $f$ therefore rises continuously from $-\infty$ to $+\infty$ and crosses zero once. The same holds below the lowest pole and above the highest, where the term $\omega$ supplies the other infinity. There are $N+1$ real roots, one per interval.

The outer intervals need finite ends. Let $S^2=\sum_pR_p$ and $L=\min(a,P_1)-S$. Then $L-a\le-S$ and $P_p-L\ge S$, so

$$f(L)=L-a+\sum_p\frac{R_p}{P_p-L}\le-S+\frac{S^2}{S}=0 .$$

The lowest root is not below $L$. Reversing the energy axis shows that the highest is not above $\max(a,P_N)+S$.

Bisection now finds each root, but a weak pole requires care. Write $\omega=P_o+x$, where $P_o$ is the pole at the end of the interval nearer to the root; the sign of $f$ at the midpoint tells which end that is. Bisect in $x$, and evaluate denominators as $(P_o-P_p)+x$. Close to a weak pole, $f\approx g-R_o/x$, where $g$ is the value at $P_o$ of all other terms. Hence $x\approx R_o/g$. The pole's own term dominates $f'$, so the weight $1/f'$ defined below is about $x^2/R_o$. In the numerical test with $R_o=10^{-20}$, the offset is $5.13\times10^{-20}$ and the weight is $(5.13\times10^{-20})^2/10^{-20}=2.63\times10^{-19}$. In double precision the sum $P_o+x$ would lose this offset; the separate variable $x$ keeps it.

## Ranking by spectral weight

The level's Green function is $G=1/f$. Multiplying out the denominators makes $f$ a polynomial of degree $N+1$ divided by one of degree $N$, and all its zeros are simple because $f'\ge1$. Partial fractions give

$$G(\omega)=\sum_k\frac{Z_k}{\omega-E_k},\qquad Z_k=\frac1{f'(E_k)},\qquad 0<Z_k\le1 .$$

$Z_k$ is the share of the level's strength found at $E_k$. At large $\omega$, $f=\omega-a-S^2/\omega-\dots$, so

$$G=\frac1\omega\left(1-\frac a\omega-\frac{S^2}{\omega^2}-\dots\right)^{-1}=\frac1\omega+\frac a{\omega^2}+\frac{a^2+S^2}{\omega^3}+\dots$$

Comparison with $\sum_kZ_k(1/\omega+E_k/\omega^2+E_k^2/\omega^3+\dots)$ yields

$$\sum_kZ_k=1,\qquad\sum_kZ_kE_k=a,\qquad\sum_kZ_kE_k^2=a^2+S^2 .$$

The first sum provides a stopping rule. If the roots found so far carry total weight $T$, no unseen root can carry more than $1-T$. Once the largest weight found exceeds $1-T$, the leading root is certified. In particular, a root with $Z>1/2$ needs no further search.

The same roots are the eigenvalues of a symmetric matrix with diagonal $(a,P_1,\dots,P_N)$ and couplings $\sqrt{R_p}$ between the first entry and the others. Its eigenvector equations give $c_p=\sqrt{R_p}\,c_0/(E-P_p)$ and, inserted in the first row, $f(E)=0$. Normalization gives $c_0^2[1+\sum_pR_p/(E-P_p)^2]=1$, so $c_0^2=Z$.

This matrix also controls the merging of nearly equal poles. Within a group, a rotation leaves one combination coupled, with squared coupling equal to the summed residues. Placing the group at one energy changes the matrix by at most the group's spread. Dropping residues of total $r$ changes it by a matrix of norm $\sqrt r$. Eigenvalues of a symmetric matrix move by no more than the norm of the change, so the root shifts are bounded by the sum of the two. The bound does not apply to individual weights: two very close roots can exchange weight under a small change.

## What one nearby pole does

For one pole $P$ with residue $R$, the equation is $(E-a)(E-P)=R$. With $\Delta=\sqrt{(a-P)^2+4R}$, its roots are

$$E_\pm=\frac{a+P\pm\Delta}{2}.$$

Substituting $R=(E-a)(E-P)$ in the weight gives

$$Z=\left[1+\frac{E-a}{E-P}\right]^{-1}=\frac{E-P}{2E-a-P},\qquad Z_\pm=\frac12\left(1\pm\frac{a-P}{\Delta}\right),$$

since $2E_\pm-a-P=\pm\Delta$ and $E_\pm-P=(a-P\pm\Delta)/2$.

When $|a-P|\gg\sqrt R$, the main root is displaced from $a$ by about $R/(a-P)$, away from the pole, and the other root has weight of about $R/(a-P)^2$. If the starting energy lies on the same side of the pole as $a$ and no closer to it, the linearized formula below errs by less than this displacement, and the choice of solver matters little. A start between the pole and $a$ is less safe: with $R=0.0009$, $a-P=0.6$ and a start 0.15 above the pole, the displacement is 0.04 eV but the linearized error is 0.35 eV. When $a=P$, the roots are $2\sqrt R$ apart and have equal weight.

Take $P=-0.62$ and $R=0.0009$. For $a=-0.60$, $\Delta=\sqrt{0.0004+0.0036}=0.0632$; the roots are $-0.6416$ and $-0.5784$, with weights 0.342 and 0.658. For $a=-0.64$ the weights are exchanged and the lower root leads. At $a=-0.62$ the roots are $-0.65$ and $-0.59$. A curve that follows the leading root, for example along a bond stretch, therefore jumps by 0.06 hartree here, although each root moves smoothly. Follow both branches and report both weights near such a crossing.

## What the cheaper solvers do

Plain iteration replaces $\omega$ by $a+\Sigma_c(\omega)$. Near a root, a small error is multiplied by

$$\Sigma_c'(E_k)=1-f'(E_k)=-\left(\frac1{Z_k}-1\right).$$

The error shrinks if $Z_k>1/2$ and grows if $Z_k<1/2$. Since the weights sum to one, at most one root can have $Z>1/2$. Started $10^{-6}$ hartree from the weaker root of the model with $a=-0.60$, the iteration ends at the stronger one.

There may be no attracting root. With $a=-0.60$, poles at $-0.62$ and $-0.58$, and both residues 0.0009, the weights are 0.409, 0.182 and 0.409. All three roots repel, so the sequence cannot approach one of them gradually. In a run of 2000 steps, the largest of the last 100 is still 24 hartree. So large a step arises when an iterate falls close to a pole, where $\Sigma_c$ is large. Its exact size has no meaning: rounding errors grow along the sequence, and another order of summation gives a different value. Damping can change this behaviour, but it does not rank the roots.

The linearized formula takes one Newton step from the Kohn-Sham energy:

$$E_{\rm lin}=\varepsilon_n-\frac{f(\varepsilon_n)}{f'(\varepsilon_n)} .$$

It is reliable when $f'$ changes little between $\varepsilon_n$ and the root. Since $f''=-2\sum_pR_p/(\omega-P_p)^3$, poles below the level make $f$ concave where they dominate. The tangent then lies above the curve and reaches zero at or below the true root. If that point is still in the same interval, and $f$ is concave over a range containing it, the starting point and the root, further Newton steps rise steadily to the root. If it has crossed a pole, Newton iteration may end elsewhere.

## Silane from two starting points

Silane, a precursor for silicon deposition, has an inner-valence $a_1$ level suited to this question. The Si–H distance is fixed at 2.80 bohr and the basis is def2-SVP. Merging poles closer than $10^{-7}$ hartree and dropping residues below $10^{-14}$ leaves 581 distinct poles (the count changes by up to about 20 with other thresholds), hence 582 roots, with a merging shift of at most $3\times10^{-8}$ hartree.

With a PBE start, $a=-0.725$ hartree. The leading roots are:

- $-0.604$ hartree ($-16.4$ eV), weight 0.576;
- $-0.786$ hartree ($-21.4$ eV), weight 0.148;
- $-1.388$ hartree ($-37.8$ eV), weight 0.077;
- $-0.697$ hartree ($-19.0$ eV), weight 0.056.

In this basis the root nearest to $a$ is the fourth, not the first. A rule that selects by closeness to $a$ would be wrong by 2.6 eV relative to the leading root. The certified search begins in the interval containing $a$ and opens three intervals. Their total weight is 0.780, so an unseen root can have at most 0.220, less than 0.576.

The pole that costs the main root most weight lies at $-0.686$ hartree, with residue $1.81\times10^{-3}$. Its contribution to $1/Z-1$ is $0.00181/(0.0826)^2=0.27$, out of $1/0.576-1=0.74$. Solving again without it raises the main weight to 0.648 and lowers the root to $-0.618$ hartree. This pole therefore pushes the root up by 0.015 hartree, or 0.40 eV, and creates one additional root. The rest of the lost weight comes from other poles; the next one, at $-0.752$ hartree, contributes almost as much to $1/Z-1$ as this one.

Newton iteration from the Kohn-Sham energy reaches the leading root in five steps. The linearized result is $-0.617$ hartree, 0.36 eV below that root. Plain iteration would reduce a small error by a factor of only 0.74 per step, needing about 23 steps for a factor of 1000.

With a PBE0 start, the main root is at $-0.642$ hartree ($-17.5$ eV) with weight 0.765, and the next has 0.066. The linearized error falls to 0.08 eV, and one interval suffices for certification. Differentiating $f(E)=0$ with respect to $a$ gives $dE/da=Z$, so the change of $a$ by 0.0002 hartree cannot explain the root's 0.039 hartree shift. The shift comes from the poles and residues: for example, the nearest pole below the root now lies at $-0.822$ hartree, compared with $-0.686$ hartree from PBE. Moving this pole alone accounts for only about 0.009 hartree of the shift; the other poles supply the rest.

The highest occupied level is the ordinary case. Its leading weight is 0.85 from PBE and 0.89 from PBE0, and one interval settles the ranking.

The 1.1 eV difference between the two inner-valence results is a starting-point dependence that no root solver removes. The small basis, the neglected off-diagonal elements and the missing vertex corrections also remain, so these energies are not converged ionization energies. From a PBE start, def2-TZVP and def2-TZVPP move the main root by up to 0.1 eV and lower its weight to 0.53 and 0.51, barely above one half. They also move the second root to $-19.9$ eV, where it becomes the root nearest to $a$, move the third to about $-31$ eV, and raise the linearized error to 0.40 and 0.44 eV. From PBE0, def2-TZVP changes the main root by 0.02 eV and its weight to 0.74. The weaker roots in particular should not be assigned to measured satellites on this evidence.

## Choosing the setting

**Use the linearized formula** for levels far from self-energy poles. Check it by evaluating $f$ at the energy it returns. Since $f'\ge1$, the root in that interval is no farther away than $|f|$. If $|f|$ exceeds the error you can accept, or if $f'$ there is above 2, solve the full equation. Comparing $f'$ with $f'(\varepsilon_n)$ is not enough, because the slope can be the same on both sides of a pole.

**Use Newton iteration** when one root is needed, then compute its $Z$. If $Z>1/2$, it is the leading root. If not, continue with the bracketed search until the stopping rule is met.

**Use the full search** for inner-valence levels, for scans in which a level may cross a pole, and whenever two solvers disagree. If the two largest weights are comparable, report both roots; a single quasiparticle energy is then a poor description.

**Keep the broadening small during root finding.** With broadening $\eta$, the real part of one pole term becomes $Rx/(x^2+\eta^2)$, where $x=\omega-P$. At $a=P$ the equation is

$$x\left[1-\frac R{x^2+\eta^2}\right]=0 .$$

For $\eta^2<R$ it has roots at $x=\pm\sqrt{R-\eta^2}$ and a further one at $x=0$, where the slope is $1-R/\eta^2<0$. That middle root is an artefact, with no positive weight. For $\eta^2\ge R$ it alone remains, and the root search no longer shows the splitting, although the spectral function keeps two peaks until $\eta^2=2R$ when only the self-energy is broadened, and until $\eta^2=3R$ when $\eta$ is also added to the frequency in $G$. In the one-pole model above, $\sqrt R=0.03$ hartree, about 0.8 eV. The root count also need not hold for a fitted self-energy with complex poles or negative residues.

**In a solid, sum the weight over an energy window.** Suppose a root lies between poles a distance $h$ apart, each with residue $\rho h$, so that the strength per unit energy is fixed. Both poles are within $h$ of the root, hence $1/Z\ge1+2\rho h/h^2$ and

$$Z\le\frac{h}{h+2\rho}.$$

As the sampling becomes denser, $h\to0$ and every such weight vanishes, although the peak they form together can keep its strength. The bound does not cover a root outside the range of the dense poles. No pole lies between the highest occupied level minus the lowest $\Omega_s$ and the lowest empty level plus the lowest $\Omega_s$, and a root in that range, as is usual for the band-edge states of a semiconductor, keeps a finite weight. Ranking single roots is meaningful for well-separated ones, as in silane, where no other root lies within 0.05 hartree of the main one from either start.

The numerical output below gives the brackets and weights of the four leading inner-valence roots from each start. The tests compare the roots and weights with diagonalization of the coupled matrix, the leading weights with contour integrals of $G$, and, for the PBE start, the inner-valence self-energy with an imaginary-frequency integral.

## Table of computed values

```
weak-pole test: residue 1.0e-20 hartree^2, root offset 5.1282e-20 hartree, weight 2.6298e-19
one-pole model: pole -0.62 hartree, residue 0.0009 hartree^2
  a -0.60: roots -0.64162, -0.57838 hartree; weights 0.3419, 0.6581
  a -0.62: roots -0.65000, -0.59000 hartree; weights 0.5000, 0.5000
  a -0.64: roots -0.66162, -0.59838 hartree; weights 0.6581, 0.3419
iteration started 1e-6 hartree from the weaker root ends at -0.57838 hartree
two-pole model (a -0.60, poles -0.62 and -0.58 hartree, residues 0.0009):
  roots [-0.6469 -0.6    -0.5531] hartree; weights [0.4091 0.1818 0.4091]
  largest of last 100 steps of 2000: 23.634 hartree
silane, Si-H 2.80 bohr, def2-SVP, 38 orbitals
PBE start, inner-valence a1 level: KS energy -0.49331, a -0.72538 hartree
  raw poles 9918, distinct poles 581, roots 582, shift bound 2.5e-08 hartree
  sum of residues 0.19806 hartree^2, sum of weights 1.0000000000
  rank 1: E -0.60363 hartree = -16.426 eV, Z 0.5756, bracket -0.68624 to 0.39788 hartree
  rank 2: E -0.78643 hartree = -21.400 eV, Z 0.1482, bracket -0.84778 to -0.75178 hartree
  rank 3: E -1.38825 hartree = -37.776 eV, Z 0.0771, bracket -1.56312 to -1.35779 hartree
  rank 4: E -0.69737 hartree = -18.976 eV, Z 0.0558, bracket -0.75178 to -0.68624 hartree
  weight within 0.05 hartree of rank 1: 0.5756 in 1 roots
  costliest pole -0.68624 hartree, residue 1.814e-03 hartree^2, share of 1/Z-1: 0.360
  without that pole: main root -0.61821 hartree, Z 0.6478
  linearized energy -0.61690 hartree; Newton from KS energy: -0.60363 hartree, rank 1, 5 steps
  certified search: 3 intervals, weight found 0.7795
  highest occupied level: E -0.44399 hartree = -12.082 eV, Z 0.8466, 1 of 1376 intervals searched
PBE0 start, inner-valence a1 level: KS energy -0.56254, a -0.72553 hartree
  raw poles 9918, distinct poles 581, roots 582, shift bound 2.4e-08 hartree
  sum of residues 0.20188 hartree^2, sum of weights 1.0000000000
  rank 1: E -0.64246 hartree = -17.482 eV, Z 0.7652, bracket -0.82206 to 0.51505 hartree
  rank 2: E -0.90653 hartree = -24.668 eV, Z 0.0655, bracket -0.98705 to -0.88630 hartree
  rank 3: E -1.54784 hartree = -42.119 eV, Z 0.0395, bracket -1.73789 to -1.52785 hartree
  rank 4: E -1.47750 hartree = -40.205 eV, Z 0.0373, bracket -1.50243 to -1.44484 hartree
  weight within 0.05 hartree of rank 1: 0.7652 in 1 roots
  costliest pole -0.88630 hartree, residue 5.481e-03 hartree^2, share of 1/Z-1: 0.300
  without that pole: main root -0.66079 hartree, Z 0.8074
  linearized energy -0.64533 hartree; Newton from KS energy: -0.64246 hartree, rank 1, 5 steps
  certified search: 1 intervals, weight found 0.7652
  highest occupied level: E -0.45609 hartree = -12.411 eV, Z 0.8915, 1 of 1376 intervals searched
```
